Time for low-pressure nitrogen to deliver one monolayer's worth of molecules

**Problem**

A flat surface stands at rest in a vacuum chamber that contains nitrogen gas, N₂, at a pressure p = 0.0001 Pa (7.5 × 10⁻⁷ Torr) and a temperature T = 300 K. How long does it take until 10¹⁵ molecules have struck each square centimetre of one side of the surface?

The number 10¹⁵ per cm² is roughly the number of atoms in the outermost layer of a metal. The answer therefore sets the time scale on which a clean surface can become contaminated. The question concerns arrivals: a molecule that strikes and flies off again counts as delivered. Sticking is a separate matter, treated below.

The gas is taken to be dilute, classical and in thermal equilibrium, with a uniform density. Its pressure is held constant, so any molecules that the surface keeps are replaced.

Let J be the flux, the mean number of molecules striking unit area in unit time, and let N be the required number per unit area. Then

t = N / J.

In SI units N = 10¹⁵ cm⁻² = 10¹⁹ m⁻², because one square metre contains 10⁴ square centimetres. The task is to find J.

**First estimate by scaling**

In a dilute classical gas the flux can depend on the pressure p, the molecular mass m and the thermal energy kT, where k is the Boltzmann constant. The size of the molecules does not enter as long as they are far apart. Try a product of powers,

J ~ pᵃ mᵇ (kT)ᶜ.

The units are kg m⁻¹ s⁻² for p, kg for m, kg m² s⁻² for kT, and m⁻² s⁻¹ for J. Matching the powers of each unit gives

kilogram: a + b + c = 0

metre: −a + 2c = −2

second: −2a − 2c = −1.

The last equation says a + c = 1/2. Adding this to the second gives 3c = −3/2, so c = −1/2. Then a = 1, and the first equation gives b = −1/2. Hence

J ~ p / √(mkT), t ~ N √(mkT) / p.

The same result follows from a picture. The gas has a number density n = p/(kT), and its molecules move at a speed of order √(kT/m). The product of the two is p/√(mkT).

For the numbers, the mass of an N₂ molecule is 28.014 atomic mass units, or m = 4.652 × 10⁻²⁶ kg, and kT = 4.142 × 10⁻²¹ J. Therefore

mkT = 1.927 × 10⁻⁴⁶ kg² m² s⁻², √(mkT) = 1.388 × 10⁻²³ kg m s⁻¹,

t ~ (10¹⁹ m⁻²)(1.388 × 10⁻²³ kg m s⁻¹) / (10⁻⁴ Pa) ≈ 1.4 s.

The time is of the order of seconds. Scaling fixes how it depends on p, m and T, but leaves a pure number undetermined.

**Exact solution within the model**

*Flux in terms of density.* Let v be the component of a molecule's velocity towards the surface, positive for approach. In equilibrium it follows the Maxwell distribution

f(v) = √(m/(2πkT)) exp(−mv²/(2kT)),

which is normalized to 1 over all v from −∞ to ∞. The number of molecules per unit volume with a component between v and v + dv is n f(v) dv.

Consider those with v > 0. During a short time dt, the ones that reach an area A are those that start within a column standing on A with height v dt. Motion parallel to the surface slants the column but leaves its volume, base times height, equal to A v dt. The column thus contributes n f(v) dv · A v dt impacts. Dividing by A dt and adding up all approaching molecules gives

J = n ∫₀^∞ v f(v) dv.

To do the integral, differentiate f:

df/dv = −(mv/(kT)) f, so that v f = −(kT/m) df/dv.

The integrand is a derivative, and f vanishes at infinity. Hence

∫₀^∞ v f dv = −(kT/m) [f(∞) − f(0)] = (kT/m) f(0)

= (kT/m) √(m/(2πkT)) = √(kT/(2πm)),

J = n √(kT/(2πm)).

*Density in terms of pressure.* Pressure is momentum delivered per unit area and time. A molecule that rebounds elastically from a wall reverses its component v and transfers the momentum 2mv. Weighting each impact with this momentum gives

p = n ∫₀^∞ (2mv) v f dv = 2mn ∫₀^∞ v² f dv.

Write v² f as v · (v f), insert the expression for v f, and integrate by parts:

∫₀^∞ v² f dv = −(kT/m) ∫₀^∞ v (df/dv) dv

= −(kT/m) [v f]₀^∞ + (kT/m) ∫₀^∞ f dv.

The bracket vanishes at both ends: at zero because of the factor v, at infinity because of the exponential. The remaining integral is 1/2, since f is symmetric and normalized. Therefore

∫₀^∞ v² f dv = kT/(2m), p = 2mn · kT/(2m) = nkT.

This is the ideal-gas law. The elastic wall served to relate p to n; the surface under study need not reflect anything. What matters for J is the stream of incoming molecules.

*Result.* Substituting n = p/(kT) into the flux gives

J = (p/(kT)) √(kT/(2πm)) = p / √(2πmkT),

because √(kT)/(kT) = 1/√(kT). This is the Hertz–Knudsen impingement flux. The delivery time is

t = N √(2πmkT) / p.

*Numbers.* The quantity under the root is

2πmkT = 2π (4.652 × 10⁻²⁶ kg)(4.142 × 10⁻²¹ J) = 1.211 × 10⁻⁴⁵ kg² m² s⁻²,

and its root is 3.479 × 10⁻²³ kg m s⁻¹. Hence

J = 10⁻⁴ / (3.479 × 10⁻²³) = 2.874 × 10¹⁸ m⁻² s⁻¹ = 2.874 × 10¹⁴ cm⁻² s⁻¹,

t = 10¹⁵ / (2.874 × 10¹⁴) s = 3.48 s.

The nitrogen needs about 3.5 s.

*The same flux from the mean speed.* Let c be the full speed of a molecule, whatever its direction, and set α = m/(2kT). The three-dimensional Maxwell distribution gives the mean speed

c̄ = 4π (α/π)^(3/2) ∫₀^∞ c³ exp(−αc²) dc.

With s = c² the integral becomes (1/2) ∫₀^∞ s exp(−αs) ds = 1/(2α²). Thus

c̄ = 4π (α/π)^(3/2) / (2α²) = 2/√(πα) = √(8kT/(πm)).

One quarter of this is √(8kT/(16πm)) = √(kT/(2πm)), so

J = n c̄ / 4.

Here n = 2.414 × 10¹⁶ m⁻³ and c̄ = 476.2 m/s, which again gives 2.874 × 10¹⁸ m⁻² s⁻¹.

*A test by counting.* The flux formula can be tested without using its integrals. In a simulation, 400 000 free particles with Maxwell velocities at 300 K bounced between elastic walls. The hits on one wall were counted and the momentum they transferred was added up. Area and duration cancel in the ratio of hits to momentum, which is therefore J/p. Scaled to 0.0001 Pa, it gave a delivery time of 3.48 s, in agreement with the formula.

**Comparison of the two**

The estimate gave 1.4 s and the full calculation 3.5 s. Their ratio is the number that scaling could not supply,

√(2π) ≈ 2.51.

It has two sources. First, half of the molecules move away from the surface, which doubles the time. Second, the mean component of the approaching half is

√(kT/(2πm)) / (1/2) = √(2/π) √(kT/m) ≈ 0.80 √(kT/m),

somewhat less than the speed assumed in the estimate. Together they give 2/0.80 ≈ 2.5.

The dependence on the parameters agrees in both treatments, but what is held fixed must be stated. At fixed pressure t grows as √T: warmer molecules are faster, but the density falls as 1/T, and the density wins. At 310 K the time is 3.54 s, or 1.7 per cent longer than at 300 K. In a closed vessel that is heated uniformly and loses no gas, the density is fixed instead. Then

t = N / (n √(kT/(2πm))) = (N/n) √(2πm/(kT)),

which decreases as 1/√T.

**From arrival to coverage**

Suppose that the surface has N adsorption sites per unit area, one for each molecule in the required dose. A molecule that lands on an empty site sticks with probability s₀; one that lands on an occupied site leaves again. Stuck molecules neither move nor desorb. If θ is the fraction of occupied sites, a fraction 1 − θ of the arrivals finds an empty one, so

dθ/dt = (s₀J/N)(1 − θ).

Dividing by 1 − θ and integrating from θ = 0 at t = 0 gives −ln(1 − θ) = s₀Jt/N, or

θ = 1 − exp(−s₀Jt/N).

At the delivery time Jt/N = 1, and the coverage is 1 − exp(−s₀). Even for s₀ = 1 this is 0.632: some molecules have landed on occupied sites while other sites are still empty. For s₀ = 0.1 it is 0.095. Random throws of as many molecules as there are sites gave 0.632 and 0.095 for the two cases.

Within this model, a coverage of 90 per cent at s₀ = 1 requires Jt/N = ln 10 ≈ 2.30, that is, about 8 s. When s₀Jt/N is small, the exponential can be expanded and θ ≈ s₀Jt/N; blocking of sites then hardly matters.

**Where the molecules come from**

The gas holds few molecules. A column of gas standing on the surface would contain the whole dose if its length were

N/n = 10¹⁹ / (2.414 × 10¹⁶) m = 414 m.

A chamber of 50 litres contains 1.21 × 10¹⁵ molecules in all, enough to supply the dose once to 1.21 cm². If the surface reflects the molecules, this is no obstacle, because the same molecules strike again and again. If it keeps them, the pressure falls unless a leak, outgassing walls or a gas inlet makes up the loss. The constant pressure assumed here is then a condition on the supply.

The molecules also rarely meet one another. Take them as spheres of diameter d, roughly 0.37 nm. Two of them collide when their centres come within d, so a molecule sweeps out a cross-section πd². The relative velocity of two molecules is the difference of two independent Maxwell velocities. Each of its components has twice the variance, so the mean relative speed is √2 c̄. The collision rate is n πd² √2 c̄, and the mean free path, the mean speed divided by this rate, is

λ = 1 / (√2 πd²n) ≈ 68 m.

This is about 140 times a chamber width of 0.5 m. Most molecules therefore arrive straight from a wall, and collisions in the gas cannot establish the Maxwell distribution. It holds if the walls share one temperature and the gas is in equilibrium with them. If the walls have different temperatures, the density and the mean speed can vary from place to place, and a single p and T no longer describe the gas. Even then, in a closed chamber in a steady state, the number flux is the same on every wall, provided that each wall returns all the molecules it receives and re-emits them diffusely by the cosine law, that is, with a number per unit solid angle proportional to the cosine of the angle from the surface normal. If a hot source releases gas, or a cooled shield captures it, the flux can depend on which surfaces the sample faces.

At much higher pressure a different condition can fail. Suppose that the surface strongly absorbs one minor component of a gas mixture but not the rest, and that λ is small compared with the surface. That component is then depleted in front of the surface and must diffuse there through the other gas. Its flux falls below the value calculated from its distant partial pressure.

Two other idealizations are harmless here. The hard-sphere correction to the ideal-gas law, relative to 1, is 2πd³n/3 ≈ 2.6 × 10⁻¹². Quantum statistics would matter if nΛ³ approached 1, where Λ = h/√(2πmkT) is the thermal wavelength and h the Planck constant. Here nΛ³ is about 1.7 × 10⁻¹⁶.

**A high-vacuum evaporator**

A pressure of 0.0001 Pa is ordinary for the evaporation of metal films. Take aluminium growing at a rate R = 1 nm/s, with a density ρ of roughly 2.7 g/cm³. If M is the mass of an aluminium atom, the film gains Rρ/M ≈ 6.0 × 10¹⁵ atoms per cm² and second. The ratio of arriving nitrogen molecules to deposited aluminium atoms is

(2.874 × 10¹⁴) / (6.0 × 10¹⁵) ≈ 0.048.

If the substrate receives the equilibrium flux calculated above, this is an upper limit on the number of N₂ molecules that the growing film can take up from the gas per aluminium atom. A substrate that faces a gas-releasing source, while pumps or fresh metal capture gas elsewhere, can receive more than a pressure measured at a side wall implies. Counted in nitrogen atoms, the limit is twice as large, about 0.095. The actual uptake is smaller by the sticking probability. At fixed pressure, the ratio is inversely proportional to the growth rate. The assumption of pure nitrogen is one that real chambers often break, because water vapour is a common residual gas. At the same pressure and temperature its lighter molecules, of 18.015 atomic mass units, deliver the dose in 2.79 s, about 20 per cent sooner. The pressure itself may also be poorly known. If the true value is 20 per cent above the assumed one, the nitrogen time is 2.90 s; if it is 20 per cent below, 4.35 s. Both effects are much larger than that of a 10 K error in temperature. For contamination, the sticking probability can matter more than any of them: in the site model above, lowering s₀ from 1 to 0.1 reduces the coverage at the delivery time by a factor of about 6.6. The numerical output lists the values used here.

Computed results

```
Pressure: 0.0001 Pa
Pressure, converted: 7.501e-07 Torr
Temperature: 300 K
Molecular mass of N2: 28.014 u
Molecular mass of N2, converted: 4.652e-26 kg
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 4.142e-21 J
2 pi m k T: 1.211e-45 kg^2 m^2/s^2
sqrt(2 pi m k T): 3.479e-23 kg m/s
Number density: 2.414e+16 m^-3
Mean speed: 476.2 m/s
Flux: 2.874e+18 m^-2 s^-1
Flux, converted: 2.874e+14 cm^-2 s^-1
Target dose: 1e+15 cm^-2
Delivery time, formula: 3.479 s
Delivery time, quadrature: 3.479 s
Particles in the counted box: 400000
Delivery time, counted wall hits: 3.48 s
pV/N over kT, counted: 0.9983
Relative over mean speed, sampled: 1.416
Coverage at delivery time, s0 = 1.0, law: 0.632
Coverage at delivery time, s0 = 1.0, throws: 0.632
Coverage at delivery time, s0 = 0.1, law: 0.0952
Coverage at delivery time, s0 = 0.1, throws: 0.095
Aluminium growth rate (rough): 1 nm/s
Aluminium density (rough): 2.7 g/cm^3
Aluminium atom flux: 6.03e+15 cm^-2 s^-1
N2 molecules arriving per Al atom: 0.048
Chamber volume (rough): 50 litre
Chamber width (rough): 0.5 m
Molecules in the whole chamber: 1.21e+15
Area that they could supply with the dose: 1.21 cm^2
Gas column holding the dose: 414 m
N2 diameter (rough): 0.37 nm
Mean free path: 68 m
Mean free path over chamber width: 1.4e+02
Gauge error assumed: 20 per cent
Time if true pressure is higher by this: 2.9 s
Time if true pressure is lower by this: 4.35 s
Time at 310 K, same pressure: 3.537 s
Change of time from 300 to 310 K: 1.7 per cent
Molecular mass of water: 18.015 u
Time for water vapour, same pressure: 2.79 s
Non-ideality, hard-sphere estimate: 2.6e-12
Degeneracy, density times wavelength cubed: 1.7e-16
```
